Charge neutrality of a doped monolayer by bracketed Newton iteration

A semiconducting monolayer lies on a substrate that leaves a fixed charge beside it. The layer contains donors, acceptors that can bind two electrons, and a third kind of defect that can be positive, neutral or negative. Electrons move between these defects and the two bands until one chemical potential μ describes them all. Where does μ settle, and is there only one place where it can?

The condition that decides is electrical neutrality of the layer with its fixed charge. It is one equation in one unknown, and Newton's method is the natural first attempt. Its weakness comes from the physics of a gap; the cure comes from the way the charge responds to μ.

**The charge to be balanced**

Charges are counted in units of +e per area. Let p and n be the hole and electron densities, N_d the density of defect species d, ⟨q⟩_d its mean charge and σ the fixed charge. The net charge is

Q(μ) = p(μ) − n(μ) + Σ_d N_d ⟨q⟩_d + σ,

and neutrality means Q(μ) = 0. The defects are taken as dilute and independent, and their numbers as frozen. Band edges, defect energies and σ do not depend on μ or on how the states are filled. The dielectric surroundings enter only through the energies supplied.

The algebra is in atomic units. Near a parabolic band edge a state of wavevector k has energy E = k²/(2m), measured from the edge into the band. A periodic box of area A has one wavevector per area (2π)²/A of k-space, so with degeneracy g, spin and valley included, the number of states per area up to energy E is

g πk²/(2π)² = g m E/(2π).

The density of states is therefore constant, D = g m/(2π). With η = μ − E_c, where E_c is the conduction edge, the electron density is

n = D_c ∫₀^∞ dE / (1 + e^{(E−η)/kT}).

The integrand equals −kT times the E-derivative of ln(1 + e^{(η−E)/kT}). This logarithm vanishes at the upper limit, which leaves its value at E = 0:

n = D_c kT ln(1 + e^{(μ−E_c)/kT}).

The same integral for empty states below the valence edge E_v gives

p = D_v kT ln(1 + e^{(E_v−μ)/kT}).

The parabolic bands are continued without limit. This is a model, good when the occupied range near each edge is narrow.

A defect of charge q holds q fewer electrons than the neutral one. In the grand-canonical weight e^{−(F−μN)/kT} the electron number N thus contributes −qμ, apart from a constant, and the probability of charge q is

w_q = g_q e^{−(F_q+qμ)/kT} / Z, Z = Σ_q g_q e^{−(F_q+qμ)/kT}.

Here g_q is the degeneracy, kept separate from the free energy F_q. The transition level ε(q/q−1) is the μ at which F_q + qμ = F_{q−1} + (q−1)μ, so

ε(q/q−1) = F_{q−1} − F_q.

A list of levels fixes all the F_q up to a common constant, which cancels in w_q. The levels need not rise as electrons are added. If the second electron is bound more strongly than the first, the centre is called negative-U.

**What goes wrong with plain Newton**

Newton's method replaces μ by μ − Q/Q′. Deep in the gap, far from the band edges and from every μ at which two charge states of a defect are equally probable, each defect is locked into one charge state and the bands hold few carriers. Q is then a plateau: its value is set by the defect densities and σ, while its slope is exponentially small. A finite number divided by a tiny one gives a huge step.

The effect can be calculated for one species with two charge states that differ by m electrons. Let the states have equal weight at μ₀, and let the other charges place the zero of Q there. With y = m(μ−μ₀)/(2kT) and A = mN_d/2,

Q = −A tanh y, dQ/dy = −A/cosh²y.

The Newton point is

y_new = y − tanh y cosh²y = y − ½ sinh 2y.

For positive y it is farther from the root than y when ½ sinh 2y − y > y, that is, when sinh 2y > 4y. This happens for y above about 1.09. For m = 2 and kT = 0.025 eV, any start more than about 0.027 eV from the root is thrown farther away, and the next step is larger still. In a real layer another level or a band eventually interrupts the flight, but nothing in the method says where the iteration goes next.

The example treated below, started from midgap at 1 eV, shows the jump. There the donor and the negative-U centre are positive, and the acceptor is almost fully in its −1 state. The first Newton point is 8.44 eV, more than 6 eV above the conduction edge. In this instance the method recovers: the other 59 of the 60 points computed lie inside the bracket derived below, and the iteration reaches the root. So the jump is not in itself a failure, but the recovery is not guaranteed by anything used so far.

Finite arithmetic adds a plainer failure. Double precision cannot represent e^{−x} once x exceeds about 745. If μ is farther than about 745 kT from both band edges and from every μ at which two charge states of a defect are equally probable, which at kT = 0.002 eV means about 1.5 eV, the computed slope is zero and there is no Newton step at all.

What is needed is an interval known to contain the root, and a rule for what to do when Newton leaves it. Since Q is continuous, two points where it has opposite signs enclose at least one root. If Q also falls strictly, that root is the only one, and the sign of Q tells on which side of it a point lies.

**The sign of the slope, and uniqueness**

Write u_q = g_q e^{−(F_q+qμ)/kT}. Then

du_q/dμ = −q u_q/kT, dZ/dμ = −⟨q⟩ Z/kT.

The quotient rule applied to w_q = u_q/Z gives

dw_q/dμ = −(q − ⟨q⟩) w_q/kT.

Multiplying by q and summing,

d⟨q⟩/dμ = −(⟨q²⟩ − ⟨q⟩²)/kT = −Var(q)/kT ≤ 0.

No order of the levels was assumed, so the result covers negative-U centres. Raising μ adds electrons on average, at a rate set by the thermal fluctuation of the charge.

Differentiating the logarithms in n and p gives dn/dμ = D_c f_c and dp/dμ = −D_v f_v, with

f_c = 1/(1 + e^{(E_c−μ)/kT}), f_v = 1/(1 + e^{(μ−E_v)/kT}).

Altogether

Q′(μ) = −D_c f_c − D_v f_v − Σ_d N_d Var_d(q)/kT.

For kT > 0 both band terms are strictly negative at every finite μ, and the defect terms cannot be positive. Hence Q falls strictly and has at most one zero. As μ → −∞, p grows without bound while n vanishes and the defect charge stays finite, so Q → +∞. As μ → +∞, n makes Q → −∞. Since Q is continuous, it has a zero. Neutrality has exactly one solution for any finite σ.

The assumption of fixed energies is essential. Suppose that the mean charge M of a species shifts its own energies in a mean-field way, so that μ in the weights is replaced by μ + λM. Then

dM/dμ = −(Var/kT)(1 + λ dM/dμ),

and solving for the derivative,

dM/dμ = −(Var/kT) / (1 + λ Var/kT).

For λ > 0, where like charges repel, the slope stays negative. For λ < −kT/Var it is positive, and the argument for uniqueness is lost. Band edges that move with carrier density likewise need an examination of their own.

**A bracket that needs no search**

Let Q_min and Q_max be σ plus the smallest and the largest charge that the defects can carry together. For every μ,

p − n + Q_min ≤ Q ≤ p − n + Q_max.

An upper end b requires n to outweigh p + Q_max. Above E_c the inequality ln(1 + e^x) > x gives n > D_c(μ − E_c). There μ also lies above E_v, so p ≤ D_v kT ln 2. It is enough to choose

b = E_c + [max(Q_max, 0) + D_v kT ln 2]/D_c,

because then n(b) > max(Q_max, 0) + D_v kT ln 2 ≥ Q_max + p(b), and Q(b) < 0. Exchanging the roles of electrons and holes gives

a = E_v − [max(−Q_min, 0) + D_c kT ln 2]/D_v.

Here p(a) > max(−Q_min, 0) + D_c kT ln 2 ≥ −Q_min + n(a), so Q(a) > 0. Both ends follow from the input, whatever the defects do in between.

**Keeping the speed without losing the root**

Bisection alone would now be safe, but it gains only a factor of two per evaluation. Newton alone has a different defect even when it converges: its points may approach the root from one side, so that the far end of the bracket never moves and its width gives no useful bound on the error. The following pass, with tolerance τ, deals with both.

1. Take the end x of the bracket with the smaller |Q| and form the Newton point t = x − Q(x)/Q′(x). If the computed slope is zero, omit this point.
2. If |t − x| ≥ τ, evaluate Q at t. If |t − x| < τ, evaluate it at t − τ/2 and t + τ/2 instead. Ignore any point outside the bracket.
3. After each evaluation replace the end at which Q has the same sign. A point with Q = 0 is the root.
4. If the bracket is still wider than half its width at the start of the pass, evaluate Q at the midpoint and replace an end.

Passes are repeated until the width is at most 2τ. A last Newton step from the better end, confined to the bracket, gives the returned value. Every pass at least halves the width, so in exact arithmetic the number of passes is at most the smallest integer not below

log₂[(b − a)/(2τ)].

A pass costs at most three evaluations. Halving protects against plateaus, and the two straddling points close the bracket from both sides once Newton has found the root.

The midpoints do not spoil the fast finish. With s = −Q(x)/Q′(x), Taylor's theorem gives

Q(x+s) = Q(x) + Q′(x)s + ½Q″(ξ)s² = ½Q″(ξ)[Q(x)/Q′(x)]²,

since the first two terms cancel; ξ lies between x and x + s. The residual is squared, apart from a factor. A midpoint replaces the Newton point as the next start only if its residual is smaller still, so the quadratic bound survives.

It remains to see that Newton points near the root are accepted. Let r be the root and y the other end. The slope is bounded in size by some L on the bracket and exceeds some l > 0 near r. From |Q(y)| ≥ |Q(x)| follows L|y − r| ≥ l|x − r|. The other end is therefore at least a fixed fraction of |x − r| beyond the root, whereas the Newton point misses r by an amount of order (x − r)². Once x is close enough, t lies inside.

**A layer with three defect species**

Take round model parameters, not those of a named material: E_v = 0, E_c = 2 eV and kT = 0.025 eV. The conduction band has g = 4 and mass 0.5, the valence band g = 2 and mass 0.6, in electron masses. This gives D_c = 0.04177 and D_v = 0.02506 per eV Å². The defects are:

- a donor, 4×10⁻⁴ Å⁻², with ε(+/0) = 1.95 eV;
- an acceptor, 1.5×10⁻⁴ Å⁻², with ε(0/−) = 0.9 eV and ε(−/2−) = 1.5 eV;
- a negative-U centre, 2×10⁻⁴ Å⁻², with ε(+/0) = 1.8 eV and ε(0/−) = 1.6 eV.

States with one unpaired electron have degeneracy 2, the others 1. The fixed charge is σ = −0.5×10⁻⁴ e/Å².

In units of 10⁻⁴ e/Å² the extreme charges are Q_max = 4 + 0 + 2 − 0.5 = 5.5 and Q_min = 0 − 3 − 2 − 0.5 = −5.5. In the same units D_v kT ln 2 = 4.34 and D_c kT ln 2 = 7.24. Hence

b = 2 + (5.5 + 4.34)×10⁻⁴/0.04177 = 2.0236 eV,
a = −(5.5 + 7.24)×10⁻⁴/0.02506 = −0.0508 eV.

The root can be estimated by hand. If it lies between 1.5 and 1.95 eV, and several kT away from both, the donor has charge +1 and the acceptor −2, nearly completely. Neutrality then asks of the negative-U centre a mean charge M with

4 − 3 + 2M − 0.5 = 0, M = −0.25.

Setting F₊ = 0 gives F₀ = 1.8 eV and F₋ = 1.8 + 1.6 = 3.4 eV. The charges +1 and −1 have equal weight when μ = 3.4 eV − μ, at 1.7 eV. There the neutral state lies 0.1 eV higher, or 4kT, and is neglected in this estimate. With the two charged states alone M = −tanh[(μ − 1.7 eV)/kT], so

μ ≈ 1.7 + 0.025 artanh(0.25) = 1.7064 eV.

The full solution is μ = 1.7065 eV, or 0.06271 hartree. The charges, again in 10⁻⁴ e/Å², are 3.9995 from the donor, −2.9992 from the acceptor and −0.5002 from the negative-U centre. With σ they leave about 10⁻⁴ of a unit, which the electrons balance: n = 8.3×10⁻⁹ Å⁻², or 8.3×10⁷ cm⁻². Holes are negligible. Almost all the charge in this doped layer sits on defects.

For τ = 10⁻¹⁰ eV the solution took 7 passes and 12 evaluations; the bound is 34 passes. In the second and third passes the Newton point fell outside the bracket and the midpoint did the work, bringing μ to 1.7106 eV. From there Newton took over, with residuals

2.9×10⁻⁵, 1.8×10⁻⁶, 4.1×10⁻⁹, 2.3×10⁻¹⁴ e/Å².

The last two can be checked against Taylor's formula. One more derivative of the weights gives, for the dominant negative-U centre, Q″ ≈ N κ₃/(kT)², with κ₃ = ⟨(q − ⟨q⟩)³⟩. For the charges −1, 0 and +1 one has q³ = q, so with M = ⟨q⟩ and ⟨q²⟩ = Var + M² this is κ₃ = M − 3M⟨q²⟩ + 2M³. The printed M = −0.2501 and Var = 0.9200 give κ₃ = 0.456 and Q″ ≈ 0.146 e/(eV² Å²). With Q′ = −7.37×10⁻³ e/(eV Å²),

Q″/(2Q′²) ≈ 1.34×10³ Å²/e,

and multiplying by (4.126×10⁻⁹)² returns 2.3×10⁻¹⁴. The seventh pass closed the bracket to 5×10⁻¹¹ eV. That width measures numerical error; the model itself does not deserve such precision.

**How firmly the level is held**

Vary σ while neutrality is maintained. From Q′ dμ + dσ = 0,

dμ/dσ = −1/Q′ = 1/|Q′|.

A steep Q pins the chemical potential. At the root this response is 136 eV Å²/e, so an added charge of 10⁻⁵ e/Å² moves μ by 1.4 meV. The negative-U centre supplies 99.9% of |Q′|. Its charge variance is 0.92, because it fluctuates mainly between +1 and −1; a centre with two states one charge apart cannot exceed 1/4. With this centre removed, μ moves to 1.879 eV and the response rises to 548 eV Å²/e.

The same formula controls rounding: a small error δQ in the computed charge shifts the root by about δQ/|Q′|. If compensation places the root on a plateau, no root finder can recover the digits lost in Q. The computed Q may then be exactly zero over a whole interval; the bracket follows the computed sign and closes on some point of that interval, so its width no longer bounds the error. The large charges must then be cancelled algebraically before the sum is computed, or more precise arithmetic must be used.

Changing σ shows which reservoir holds the level:

σ = −8×10⁻⁴ e/Å²: μ = 0.024 eV
σ = −4×10⁻⁴ e/Å²: μ = 1.500 eV
σ = −2×10⁻⁴ e/Å²: μ = 1.686 eV
σ = +0.5×10⁻⁴ e/Å²: μ = 1.725 eV
σ = +4×10⁻⁴ e/Å²: μ = 1.937 eV
σ = +8×10⁻⁴ e/Å²: μ = 1.978 eV

In the first case the acceptors are neutral and the other defects positive, giving 4 + 2 − 8 = −2 units; the valence band must supply p = 2×10⁻⁴ Å⁻². In the second the acceptor must carry 4 + 2 − 4 = 2 units of negative charge on 1.5 units of defects, a mean of −4/3. One third are then doubly charged and two thirds singly. This ratio of 1/2 equals the ratio of degeneracies, so μ sits at the level ε(−/2−) = 1.5 eV. The next two cases lie on the negative-U step. In the last two the added electrons are shared between the donors and the conduction band, with n = 0.8×10⁻⁴ and 3.6×10⁻⁴ Å⁻².

All these figures belong to independent defects. The example has N = 7.5×10⁻⁴ defects per Å² in all, so at random positions the mean distance to the nearest one is 1/(2√N) ≈ 18 Å. Two unit charges that far apart, in a medium of dielectric constant 4, interact with about 0.2 eV, or 8kT. In a real layer this dense, such energies would spread the levels from site to site and could weaken the pinning considerably. The donor states would also overlap: a binding energy of 0.05 eV at mass 0.5 gives a decay length ħ/√(2mE) of about 12 Å, against a mean nearest-donor distance of 25 Å, so a sharp donor level is itself an idealisation here. The figures illustrate the equations; they do not predict the response of a real layer.

**Independent checks**

The carrier formulas were tested against sums over plane waves in a periodic box, and the defect charges against traces over the states of two spin orbitals. Neutrality built from these definitions gives the same root within the test limit of 10⁻⁹ eV. The slope, the Newton residual and the response to σ were tested by finite differences.

The scheme was also run on 150 random layers with kT between 0.002 and 0.05 eV. In 14 of them the midgap slope was below 10⁻³⁰ e/(eV Å²) in size. None needed more than 13 passes, and the roots agreed with those of a different bracketing method to 2.3×10⁻¹⁴ eV. These runs probe the arithmetic in well-conditioned cases: a random σ seldom puts the root on a plateau, and a slope below 10⁻³⁰ is not yet a computed zero. Uniqueness rests on the sign of Q′. The full figures are in the numerical output that follows.

Computed values

```
kT = 0.025 eV, Ev = 0.0 eV, Ec = 2.0 eV
conduction: degeneracy 4, mass 0.5 m_e, Dc = 0.04177 /(eV A^2)
valence: degeneracy 2, mass 0.6 m_e, Dv = 0.02506 /(eV A^2)
donor: N = 4.00e-04 /A^2, top charge +1, levels (1.95,) eV, degeneracies (1, 2)
acceptor: N = 1.50e-04 /A^2, top charge +0, levels (0.9, 1.5) eV, degeneracies (1, 2, 1)
negative-U: N = 2.00e-04 /A^2, top charge +1, levels (1.8, 1.6) eV, degeneracies (1, 2, 1)
fixed charge = -5.00e-05 e/A^2
analytic bracket: -0.05083 to 2.02356 eV; tol = 1e-10 eV
pass, best mu (eV), Q there (e/A^2), bracket width (eV)
 1  0.9557123594   4.077e-04  1.007e+00
 2  1.4589810662   3.867e-04  5.033e-01
 3  1.7106154197  -2.884e-05  2.516e-01
 4  1.7062656771   1.778e-06  4.350e-03
 5  1.7065059893   4.126e-09  2.055e-03
 6  1.7065065496   2.290e-14  1.027e-03
 7  1.7065065496   2.290e-14  5.311e-11
passes = 7, charge evaluations = 12, bisection alone = 34
mu = 1.70650655 eV = 0.06271296 hartree
root from plane waves and Fock space = 1.70650655 eV
n = 8.3240e-09 /A^2 = 8.3240e+07 /cm^2
p = 1.4188e-33 /A^2
donor: <q> = 0.999882, Var = 0.000118, N<q> = 3.99953e-04 e/A^2, share of |Q'| = 0.00026
acceptor: <q> = -1.999483, Var = 0.000517, N<q> = -2.99922e-04 e/A^2, share of |Q'| = 0.00042
negative-U: <q> = -0.250111, Var = 0.920041, N<q> = -5.00221e-05 e/A^2, share of |Q'| = 0.99928
Q' at root = -7.36564e-03 e/(eV A^2)
dmu/dfixed = 135.765 eV A^2/e
Newton residual / curvature prediction = 1.00087
without negative-U: mu = 1.87896 eV, dmu/dfixed = 548.218 eV A^2/e
plain Newton from 1.0 eV: first point = 8.4389 eV
plain Newton: 1 of 60 points outside bracket
plain Newton: last distance from root = 0.000e+00 eV, smallest = 0.000e+00 eV
sweep: fixed (e/A^2), mu (eV), n (/A^2), p (/A^2)
-8.00e-04  0.02445  5.013e-38  2.000e-04
-4.00e-04  1.50000  2.152e-12  5.487e-30
-2.00e-04  1.68603  3.669e-09  3.219e-33
 5.00e-05  1.72482  1.732e-08  6.820e-34
 4.00e-04  1.93727  8.166e-05  1.390e-37
 8.00e-04  1.97756  3.570e-04  2.775e-38
random systems = 150, most passes = 13, largest root difference = 2.3e-14 eV
random systems with midgap |Q'| below 1e-30 e/(eV A^2): 14
```
